# Why a perfect preconditioner stops the plain Davidson method

Multiply a real symmetric matrix $A$, an approximation $M$ to it and an energy $\theta$ by the same nonzero number $c$. The residual $r=(A-\theta)u$ of a vector $u$ is multiplied by $c$, and $(M-\theta)^{-1}$ by $1/c$. The Davidson correction

$$t=(M-\theta)^{-1}r$$

is therefore unchanged: it carries no unit of energy. Now let $A$ be diagonal with entries $d_i$, and let $M=A$. The only energy that enters component $i$ of the correction is the gap $x_i=d_i-\theta$, so $t_i=f(x_i)\,u_i$ with some function $f$. Invariance under scaling requires $f(cx)=f(x)$ for every nonzero $c$, positive or negative, and so $f$ is a constant. The correction must be a multiple of $u$, the vector already in hand. The negative values of $c$ are needed for this conclusion: the sign of the gap is unchanged by positive $c$ alone, and a different correction with $f(x)=\operatorname{sign}x$ would in general not be a multiple of $u$. The plain correction with a perfect preconditioner, however, retains neither the size nor the sign of the gap.

## The method and its conventions

The lowest eigenpair of $A$ is sought in a search space $V$. At each step $A$ is diagonalized within $V$. The lowest Ritz value is $\theta$ and its normalized Ritz vector is $u$, so that $r=(A-\theta)u$ is orthogonal to all of $V$. If $r$ is not small enough, $t$ is formed, its part inside $V$ is removed, and the remainder is added to $V$ as a new direction. In plain Davidson $M$ is commonly the diagonal of $A$. The size of the error $E=M-A$ is measured by its spectral norm (largest absolute eigenvalue), and a perfect preconditioner is one with $E=0$.

It is assumed that $M-\theta$ is invertible and that $r\neq0$. The second condition excludes a coordinate unit vector (one component 1, the rest 0) as the start for a diagonal matrix, because such a vector is already an eigenvector. All numbers below are dimensionless.

## The counter-example

Take

$$A=\mathrm{diag}(1,2,4,7),\qquad u=\frac{(5,1,1,1)}{\sqrt{28}}=(0.9449,\,0.1890,\,0.1890,\,0.1890).$$

The search space initially contains $u$ alone, so the Ritz value is the Rayleigh quotient

$$\theta=\frac{25\cdot1+2+4+7}{28}=\frac{38}{28}=1.3571 .$$

The gaps $d_i-\theta$ are $-0.3571$, $0.6429$, $2.6429$ and $5.6429$. Multiplying them by the components of $u$ gives

$$r=(-0.3375,\,0.1215,\,0.4995,\,1.0664),\qquad \|r\|=1.231 .$$

The vector is far from converged. With $M=A$, each component of $r$ is divided by the gap that has just multiplied it:

$$t=(0.9449,\,0.1890,\,0.1890,\,0.1890)=u .$$

Nothing is left after the part inside $V$ has been removed. The run ends at dimension 1 with the Ritz value 1.3571, while the lowest eigenvalue is 1.

Without a preconditioner, $t=r$. This vector is orthogonal to $V$ and so is new. The Ritz value falls to 1.0513 at dimension 2, and the run converges at dimension 4. Four dimensions are the whole space here, so that convergence is no achievement. A diagonal matrix with the 200 levels $1,2,\dots,200$ and start components proportional to $1/i$ gives a fairer comparison. There the unpreconditioned run converges at dimension 68, to a residual norm below $10^{-5}$, while the perfect preconditioner again stalls at dimension 1.

## The general statement and its proof

**Statement.** For real symmetric $A$ and $M=A+E$, under the assumptions above,

$$t=u-(M-\theta)^{-1}Eu, \tag{1}$$

and in exact arithmetic the search space fails to grow if and only if $(M-\theta)^{-1}Eu$ lies in $V$. In particular, it fails to grow when $E=0$.

**Proof.** Substitute $A=M-E$ in the residual:

$$r=(A-\theta)u=(M-\theta)u-Eu .$$

Applying $(M-\theta)^{-1}$ turns the first term into $u$ and gives (1). Since $u$ belongs to $V$, the correction $t$ belongs to $V$ if and only if the second term of (1) does. For $E=0$ that term is zero. $\square$

Diagonality played no part in the proof. A dense 200-level matrix with $M=A$, its linear system solved in full, also stalls at dimension 1. Nor does a larger space help: a random three-dimensional start for the diagonal matrix stalls at dimension 3. The stall is permanent, because an unchanged $V$ yields the same Ritz pair, the same residual and the same correction.

Equation (1) also limits the idea that $t$ estimates the error of $u$. It does so in special cases. Let $u$ be the first coordinate vector, let $A$ have diagonal entries $d_i$ and weak off-diagonal entries, and let $M$ be the diagonal of $A$ with its first entry changed so that $M-\theta$ is invertible. Then $t_1=0$ and $t_i=A_{i1}/(d_i-d_1)$, so $-t$ is the first-order perturbation correction. For $M=A$, by contrast, $t=u$ says nothing about the error. All the new information in $t$ comes from the error of the preconditioner. What counts is the direction of $(M-\theta)^{-1}Eu$ outside $V$, and the norm of $E$ does not determine that direction.

## A small error is not a small direction

Let $A=D+gO$, where $D$ is diagonal, $O$ is symmetric with zero diagonal and unit spectral norm, and $g$ is a coupling strength. The usual choice $M=D$ has $E=D-A=-gO$, and (1) becomes

$$t=u+g\,(D-\theta)^{-1}Ou .$$

For a single start vector, removing the component along $u$ leaves the new part

$$w=g\,(1-uu^{T})(D-\theta)^{-1}Ou .$$

Apart from the prefactor, $w$ depends on $g$ through $\theta=u^TDu+g\,u^TOu$ alone. As $g\to0$ the length of $w$ vanishes in proportion to $g$, but its direction tends to a limit, provided that the vector multiplying $g$ does not vanish there. Since the new direction is normalized before it is added to $V$, the first step hardly notices how small $g$ is.

For the 200 levels and a random $O$, the dimensions at the end of the run are:

| $g$ | length of first $w$ | plain | projected |
|---|---|---|---|
| 0.1 | $9.82\times10^{-3}$ | 18 | 7 |
| 0.01 | $9.98\times10^{-4}$ | 19 | 7 |
| 0.001 | $1.00\times10^{-4}$ | 21 | 6 |
| 0.0001 | $1.00\times10^{-5}$ | 23 | 6 |
| 0 | none | stalls at 1 | 6 |

The last column belongs to the cure derived below. Between the first and fourth rows the error of the preconditioner falls by a factor of 1000. The length of $w$ falls by a factor of 982, and the cosine between the two directions is 0.99994. The plain method does not become faster; in this example it needs five more dimensions. The matrix changes from row to row together with the error, and no law for the slow increase is claimed.

Finite precision adds a practical difficulty. A program has to reject a remainder that is mere rounding noise. At $g=0.0001$, a rejection threshold of $10^{-8}$ relative to the length of $t$ stops the run at dimension 11 with a residual norm of 2.23. With the threshold at $10^{-12}$ the run converges at dimension 23. Building $g(D-\theta)^{-1}Ou$ directly, so that the large term $u$ of (1) never enters, also gives 23. The early stop was therefore a false stall, in which a genuine direction was discarded.

## A stall with an imperfect preconditioner

The condition $E=0$ is sufficient for a stall but not necessary. Let $A$ be diagonal and let $M$ be diagonal with errors $e_i$ that vanish for all $i$ in a set $S$. The second term of (1) has the components

$$\left[(M-\theta)^{-1}Eu\right]_i=\frac{e_i\,u_i}{d_i+e_i-\theta},$$

which are zero for $i$ in $S$. Start from one vector, and let $v_S$ be its part on $S$, assumed nonzero. At the first step $u$ is the start vector, whose part on $S$ is $v_S$. If every vector in $V$ has a part on $S$ proportional to $v_S$, then so has $u$, and the new direction, a combination of $t$ and vectors in $V$, has this property too. By induction it holds at every step, and the ratios of the components within $S$ are frozen.

Every vector in $V$ thus has the form $\alpha v_S+y$, with $y$ supported outside $S$. Because $A$ is diagonal, it does not couple the two parts, and the Rayleigh quotient is

$$\frac{\alpha^2\|v_S\|^2\,q+\sum_{i\notin S}d_i\,y_i^2}{\alpha^2\|v_S\|^2+\sum_{i\notin S}y_i^2},\qquad q=\frac{v_S^TAv_S}{v_S^Tv_S}.$$

This is a weighted average of $q$ and the levels outside $S$. The Ritz value cannot fall below the smallest of these numbers.

In the four-level example let $M$ be exact on the first two levels and too high by 0.5 on the others. Then

$$q=\frac{25\cdot1+1\cdot2}{25+1}=\frac{27}{26}=1.0385,$$

which is below the outside levels 4 and 7. The run stalls at dimension 3 with the Ritz value 1.0385 and a residual norm of 0.192. In the 200-level diagonal case, with $M$ exact on the ten lowest levels and too high by 0.5 elsewhere, the frozen value is 1.8899. With the noise threshold at $10^{-8}$ the run stops there at dimension 26, with a residual norm of 1.70. This dimension is set by the threshold: $10^{-6}$ gives 18 and $10^{-10}$ gives 32. In exact arithmetic the space still grows at that point, by ever shorter new parts, and it is the Ritz value that stagnates at 1.8899. The freezing is itself a statement of exact arithmetic. In double precision with the threshold at $10^{-12}$, rounding noise enters the space and the Ritz value drifts below 1.8899, but the run is still unconverged at dimension 150.

The choice $M=A+1$ has twice the error norm, 1 instead of 0.5, yet it converges at dimension 8. With $E=1$, equation (1) reads

$$t=u-(A+1-\theta)^{-1}u .$$

The second term weights the components of $u$ by $1/(d_i+1-\theta)$. These weights differ from level to level, so the ratios are free to change. For this fixed matrix, the preconditioner with the larger error succeeds where the one with the smaller error fails.

## The cure: a correction orthogonal to $u$

Suppose that $u+t$ is to be an eigenvector with eigenvalue $\lambda$ and that $t$ is orthogonal to $u$. Then $(A-\lambda)t=-(A-\lambda)u$. Apply the projector $P=1-uu^T$. Since $Pu=0$ and $PAu=Au-\theta u=r$, the right-hand side becomes $-r$. On the left, $t=Pt$. Replacing the unknown $\lambda$ by $\theta$, and $A$ by $M$ on the left, gives the Jacobi-Davidson equation

$$P(M-\theta)P\,t=-r,\qquad u^Tt=0 .$$

To solve it, write $K=(M-\theta)^{-1}$. The equation fixes $(M-\theta)t$ up to a multiple of $u$, so $(M-\theta)t=-r+\varepsilon u$ and

$$t=-Kr+\varepsilon Ku,\qquad \varepsilon=\frac{u^TKr}{u^TKu}, \tag{2}$$

where $\varepsilon$ follows from $u^Tt=0$ and $u^TKu\neq0$ is required. The number $\varepsilon$ is an energy, a second scale with which each gap is compared: for diagonal $A$ and $M=A$, component $i$ of (2) is $(\varepsilon/x_i-1)\,u_i$.

For $M=A$ one has $Kr=u$, and (2) becomes

$$t=-u+\frac{Ku}{u^TKu}.$$

This correction cannot lie in $V$. If it did, $s=Ku$ would lie in $V$ as well, and $(A-\theta)s=u$. Taking the product with $u$ and using the symmetry of $A$ gives

$$1=u^T(A-\theta)s=r^Ts=0,$$

because $r$ is orthogonal to $V$. The contradiction shows that the space grows.

In the four-level example,

$$u^TKu=\frac{1}{28}\left(\frac{25}{-0.3571}+\frac{1}{0.6429}+\frac{1}{2.6429}+\frac{1}{5.6429}\right)=-2.425,$$

so $\varepsilon=1/(u^TKu)=-0.4124$. The first component of $t$ is $-0.9449+(-0.4124)(0.9449)/(-0.3571)=0.146$. The others follow in the same way:

$$t=(0.146,\,-0.310,\,-0.218,\,-0.203).$$

The wanted component is raised and the rest are reduced. At dimension 2 the Ritz value is 1.0063, against 1.0513 without a preconditioner.

The gain can be bounded when $u+t=Ku/(u^TKu)$ is itself taken as the next vector, which is Rayleigh quotient iteration. Let $\lambda_1<\lambda_2$ be the two lowest eigenvalues and $x$ the lowest eigenvector. Write $u=\cos\varphi\,x+\sin\varphi\,z$, with $z$ normalized and orthogonal to $x$, and let $\rho=z^TAz$. Then

$$\theta-\lambda_1=(\rho-\lambda_1)\sin^2\varphi .$$

The operator $K$ divides the $x$ part by $\lambda_1-\theta$. If $\theta<\lambda_2$, it lengthens $z$ by at most $1/(\lambda_2-\theta)$ and keeps it orthogonal to $x$. The new angle $\varphi'$ therefore obeys

$$\tan\varphi'\le\frac{\theta-\lambda_1}{\lambda_2-\theta}\tan\varphi\le\frac{\rho-\lambda_1}{\lambda_2-\theta}\tan^3\varphi,$$

where the last step uses $\sin^2\varphi\le\tan^2\varphi$. The tangents in the example are 0.346, 0.115, $1.73\times10^{-3}$ and $5.25\times10^{-9}$.

## Changes that hide the fault

Programs may keep small denominators away from zero. In the four-level example, let any gap smaller than 0.5 in magnitude be replaced by 0.5 with its sign kept. This affects the first gap alone, and

$$t_1=\frac{-0.3571}{-0.5}\,u_1=0.714\,u_1,$$

while the other components of $t$ equal those of $u$. The difference $t-u$ points along the first unit vector, which is the wanted eigenvector, and the run converges at dimension 2. It succeeds because the floor has spoiled the perfect preconditioner in the right place. A floor is no general remedy. A floor of 0.3 touches none of the four gaps, and the run stalls at dimension 1 as before. When a floor does act, $t-u$ is nonzero only on the levels whose gaps were replaced, and these need not include the wanted one. In the 200-level diagonal case, where the start has $\theta=3.584$, a floor of 1 acts on the levels 3 and 4, and the run converges to the eigenvalue 3 instead of 1.

A fixed shift $\sigma\neq\theta$ in the preconditioner also removes the cancellation. Writing $A-\theta=(A-\sigma)+(\sigma-\theta)$ gives

$$(A-\sigma)^{-1}(A-\theta)u=u+(\sigma-\theta)(A-\sigma)^{-1}u,$$

whose second term is in general a new direction. Neither device contradicts the statement. With a floor that replaces at least one gap, or with a shift $\sigma\neq\theta$, the operator applied to $r$ is no longer $(A-\theta)^{-1}$. A floor that replaces no gap leaves the operator, and the stall, as they were. In the four-level example the fixed shift $\sigma=0$ does not stall and reaches the lowest eigenvalue at dimension 4. That is the whole space, so the run shows the absence of the stall and says nothing about speed.

## Values computed for the example and the checks

```
Four levels (dimensionless): [1. 2. 4. 7.]
start vector u: [0.944911 0.188982 0.188982 0.188982]
Ritz value theta: 1.357143
residual r: [-0.337468  0.121489  0.499453  1.0664  ] norm 1.230978
plain correction t, M = A: [0.944911 0.188982 0.188982 0.188982]
projected correction, M = A: [ 0.146299 -0.310228 -0.218474 -0.202795]
4 levels, plain, M = A: stalled, dim 1, Ritz value 1.35714286, residual 1.23e+00
4 levels, no preconditioner: converged, dim 4, Ritz value 1.00000000, residual 3.34e-16
4 levels, plain, M - A = diag(0,0,0.5,0.5): stalled, dim 3, Ritz value 1.03846154, residual 1.92e-01
4 levels, plain, M = A + 1: converged, dim 4, Ritz value 1.00000000, residual 2.24e-16
4 levels, plain, M = A, denominator floor 0.5: converged, dim 2, Ritz value 1.00000000, residual 3.31e-16
4 levels, plain, M = A, fixed shift 0: converged, dim 4, Ritz value 1.00000000, residual 2.19e-16
4 levels, projected, M = A: converged, dim 4, Ritz value 1.00000000, residual 1.03e-15
frozen value from first two start components: 1.03846154
Ritz value at dim 2, no preconditioner: 1.051339
Ritz value at dim 2, projected: 1.006325
tan(angle), single-vector projected steps 0-3: 0.3464, 0.115, 0.001732, 5.254e-9
Large case: 200 levels 1..200, start Ritz value 3.584282
error of t = u - K E u, dense random E: 1.2e-15
g = 0.1, plain, M = A (dense): stalled, dim 1, Ritz value 3.57443600, residual 1.04e+01
g = 0, plain, M = A, random 3-dim start: stalled, dim 3, Ritz value 86.88825320, residual 5.58e+01
g = 0.1, M = D: plain converged dim 18, built directly dim 18, projected dim 7, first new part 9.821e-03
g = 0.01, M = D: plain converged dim 19, built directly dim 19, projected dim 7, first new part 9.979e-04
g = 0.001, M = D: plain converged dim 21, built directly dim 21, projected dim 6, first new part 9.996e-05
g = 0.0001, M = D: plain converged dim 23, built directly dim 23, projected dim 6, first new part 9.997e-06
g = 0, M = D: plain stalled dim 1, built directly none, projected dim 6, first new part none
g = 0.0001, plain, noise threshold 1e-8 not 1e-12: stalled, dim 11, Ritz value 1.07809311, residual 2.23e+00
first new part, g = 0.1 over g = 0.0001: size ratio 982.3
cosine between these two directions: 0.999944
cosine of g = 0.0001 direction with g -> 0 limit: 1.00000000
g = 0, no preconditioner: converged, dim 68, Ritz value 1.00000000, residual 9.51e-06
g = 0, plain, M exact on levels 1-10, else +0.5: stalled, dim 26, Ritz value 1.88994015, residual 1.70e+00
frozen value from first ten start components: 1.88994015
g = 0, plain, M = A + 1: converged, dim 8, Ritz value 1.00000000, residual 8.83e-07
```
